# Why four distinct retarder azimuths can leave a Stokes polarimeter incomplete

**Q:** I am building the polarimeter arm of an ellipsometer: a rotating quarter-wave plate, a fixed analyser along \(x\), and a photodiode. A Stokes vector has four components, so I take four readings, with the fast axis at 0, 45, 90 and 135 degrees. Four distinct settings give four equations for four unknowns. Then I invert the matrix.

**A:** Four equations suffice if they are independent, and distinct azimuths do not guarantee that. Let us work out what each setting measures. How does your plate act on the field?

**Q:** It delays the component along the slow axis by a phase \(\delta\), which is 90 degrees for my plate.

**A:** With fields varying as \(e^{-i\omega t}\), that delay is a factor \(e^{i\delta}\). Let the fast axis lie at azimuth \(\theta\) from \(x\). The components along the fast and slow axes are

\[
E_f=\cos\theta\,E_x+\sin\theta\,E_y,\qquad E_s=-\sin\theta\,E_x+\cos\theta\,E_y .
\]

The analyser passes the \(x\) component of what leaves the plate, \(\cos\theta\,E_f-\sin\theta\,e^{i\delta}E_s\). For a lossless plate, an ideal analyser and a detector blind to polarisation, the reading is

\[
I=\cos^2\theta\,|E_f|^2+\sin^2\theta\,|E_s|^2-\sin2\theta\,\mathrm{Re}\!\left(e^{i\delta}E_f^*E_s\right).
\]

I define the Stokes parameters by

\[
S_0=|E_x|^2+|E_y|^2,\quad S_1=|E_x|^2-|E_y|^2,\quad S_2+iS_3=2E_x^*E_y ,
\]

with time averages understood for partly polarised light. Primes denote the same quantities with \(E_f,E_s\) in place of \(E_x,E_y\). Then \(|E_f|^2=(S_0+S_1')/2\) and \(|E_s|^2=(S_0-S_1')/2\), while the real part of \(e^{i\delta}(S_2'+iS_3')\) is \(S_2'\cos\delta-S_3'\sin\delta\). So

\[
I=\tfrac12\left[S_0+S_1'\cos2\theta-\sin2\theta\,(S_2'\cos\delta-S_3'\sin\delta)\right].
\]

**Q:** And the primed quantities follow from the rotation?

**A:** Yes. Inserting \(E_f\) and \(E_s\) and collecting terms gives

\[
S_1'=S_1\cos2\theta+S_2\sin2\theta,\quad S_2'=-S_1\sin2\theta+S_2\cos2\theta,\quad S_3'=S_3 .
\]

The two minus signs multiplying \(S_1\) combine to a plus, and we obtain

\[
I=\tfrac12\left[S_0+S_1(\cos^22\theta+\sin^22\theta\cos\delta)+S_2\sin2\theta\cos2\theta\,(1-\cos\delta)+S_3\sin2\theta\sin\delta\right].
\]

Now put in your four azimuths with \(\delta=90\) degrees.

**Q:** At 0 and 90 degrees \(\sin2\theta=0\). At 45 and 135 degrees \(\cos2\theta=0\) and \(\sin2\theta=\pm1\). So

\[
\begin{pmatrix}I_0\\I_{45}\\I_{90}\\I_{135}\end{pmatrix}
=\frac12\begin{pmatrix}1&1&0&0\\1&0&0&1\\1&1&0&0\\1&0&0&-1\end{pmatrix}
\begin{pmatrix}S_0\\S_1\\S_2\\S_3\end{pmatrix}.
\]

The first and third rows are equal, and the \(S_2\) column is empty.

**A:** The equal rows limit the rank to three. It is exactly three if the other rows are independent. Suppose \(a(1,1,0,0)+b(1,0,0,1)+c(1,0,0,-1)=0\). The \(S_1\) entry gives \(a=0\), the \(S_0\) entry then gives \(b+c=0\), and the \(S_3\) entry gives \(b-c=0\). All three coefficients vanish, so the rank is three.

Physically, with a plate axis along the analyser, the \(x\) component crosses the plate unmixed and the reading is \(|E_x|^2\). It does not matter whether that axis is fast or slow, since a phase on \(E_x\) alone cannot change its intensity. At 45 and 135 degrees the plate and analyser select opposite circular states. You measure one linear state twice and two circular states once each. None of these distinguishes linear light at \(+45\) degrees from linear light at \(-45\) degrees.

**Q:** Is this an accident of the quarter wave? I could buy a plate with another retardance.

**A:** The factor multiplying \(S_2\) is \(\sin2\theta\cos2\theta\), which vanishes at all four azimuths whatever \(\delta\) is. The 45 and 135 degree rows become \(\tfrac12(1,\cos\delta,0,\pm\sin\delta)\). Their difference still supplies \(S_3\), and their sum with the 0 degree row supplies \(S_0\) and \(S_1\), so the rank stays at three for \(0<\delta<180\) degrees. At 180 degrees \(S_3\) drops out as well, and the rank is two.

**Q:** Then I will turn the analyser. At 10 degrees, say, no plate axis is aligned with it, and the readings at 0 and 90 degrees will differ.

**A:** They will in general differ, but for the lossless plate assumed so far the rank will not rise. To see why, use \(\cos^22\theta=(1+\cos4\theta)/2\) and \(\sin2\theta\cos2\theta=\tfrac12\sin4\theta\) in the reading:

\[
I=\tfrac12\left[S_0+\tfrac{1+\cos\delta}{2}S_1+\tfrac{1-\cos\delta}{2}(S_1\cos4\theta+S_2\sin4\theta)+S_3\sin\delta\sin2\theta\right].
\]

Take any four azimuths \(\theta_k=\theta_0+45^\circ k\), with \(k=0,1,2,3\). Then \(4\theta_k\) advances by 180 degrees per step, so both \(\cos4\theta_k\) and \(\sin4\theta_k\) carry the same alternating sign:

\[
I_k=\tfrac12\left[A+\tfrac{1-\cos\delta}{2}(-1)^kB+S_3\sin\delta\,\sin(2\theta_0+90^\circ k)\right],
\]

\[
A=S_0+\tfrac{1+\cos\delta}{2}S_1,\qquad B=S_1\cos4\theta_0+S_2\sin4\theta_0 .
\]

The readings depend on three combinations: \(A\), \(B\) and \(S_3\). The sine sequence has the form \((s,c,-s,-c)\) with \(s^2+c^2=1\). It is nonzero and orthogonal to both the constant and the alternating sequences, so the three combinations can be separated, and the rank is exactly three for \(0<\delta<180\) degrees.

**Q:** That shifts the plate azimuths. I asked about the analyser.

**A:** Describe everything in axes turned with the analyser, at azimuth \(\alpha\). The analyser is then along the new \(x\), and every plate azimuth is reduced by \(\alpha\), so \(\theta_0=-\alpha\). The Stokes vector is rotated too, but that rotation is invertible and cannot change the rank. For your 10 degrees and a quarter-wave plate, the singular values of the matrix are 1.1338, 0.7071, 0.4632 and 0.0000.

What changes is the lost direction. In the analyser's axes, setting \(A=B=S_3=0\) gives

\[
(S_0,S_1,S_2,S_3)\propto\left(-\tfrac{1+\cos\delta}{2}\sin4\theta_0,\ \sin4\theta_0,\ -\cos4\theta_0,\ 0\right).
\]

This is a difference between Stokes vectors. For \(0<\delta<180\) degrees it is never a light state itself, because \(|S_0|\le(1+\cos\delta)/2<1\) in this scaling while \(S_1^2+S_2^2=1\). For \(\theta_0=0\) it is pure \(S_2\).

**Q:** Show me two samples that I would confuse.

**A:** Illuminate with light linearly polarised at 45 degrees, and let \(x\) be the \(p\) direction. With the reflection ratio \(r_p/r_s=\tan\psi\,e^{i\Delta}\), the reflected field, normalised to \(S_0=1\), is \(E_x=\sin\psi\,e^{i\Delta}\), \(E_y=\cos\psi\). Hence

\[
S_1=-\cos2\psi,\qquad S_2=\sin2\psi\cos\Delta,\qquad S_3=-\sin2\psi\sin\Delta .
\]

Here \(\Delta\) is defined for fields varying as \(e^{-i\omega t}\). Ellipsometric values are usually quoted for \(e^{+i\omega t}\), and such a \(\Delta\) must have its sign reversed before it is used in these formulas. Choose \(\psi=40\) degrees and \(\Delta=75\) degrees as round model values. Then \(S=(1,-0.1736,0.2549,-0.9513)\), and your aligned quarter-wave instrument reads

\[
I_0=I_{90}=\tfrac12(1-0.1736)=0.4132,
\]
\[
I_{45}=\tfrac12(1-0.9513)\approx0.0244,\qquad I_{135}=\tfrac12(1+0.9513)\approx0.9756 .
\]

A sample with \(\Delta=105\) degrees has the opposite \(\cos\Delta\) and the same \(\sin\Delta\). Its \(S_2\) is \(-0.2549\), and all four readings are the same. So are those of an equal incoherent mixture of the two reflected beams, which has \(S_2=0\) and a degree of polarisation of 0.967.

**Q:** But I do recover something?

**A:** You recover three components. From the matrix,

\[
S_0=I_{45}+I_{135},\qquad S_1=I_0+I_{90}-S_0,\qquad S_3=I_{45}-I_{135}.
\]

Here they give 1.000, \(-0.174\) and \(-0.951\). The agreement \(I_0=I_{90}\) is a consistency check on the instrument, not a fourth piece of information about the light.

**Q:** My film is smooth and uniform. If I assume fully polarised light, I can complete the vector.

**A:** You get its magnitude:

\[
|S_2|=\sqrt{S_0^2-S_1^2-S_3^2}=0.2549 .
\]

These four readings leave the sign open. Prior knowledge of the film could settle it, and so could a second set of readings with circularly polarised incident light, for which \(S_3\) is proportional to \(\cos\Delta\). You can also no longer detect depolarisation, because you have assumed it away. Errors are also magnified. Differentiating the square at fixed \(S_0\) and \(S_1\) shows that a small error in \(S_3\) enters \(|S_2|\) multiplied by \(|S_3/S_2|=0.9513/0.2549\approx3.7\). In your instrument \(S_0\), \(S_1\) and \(S_3\) come from the same readings, so their errors do not stay separate: independent noise of 0.001 \(S_0\) per reading gives about 0.007 in \(|S_2|\), five times the noise in \(S_3\). Within the linear estimate, the factor grows without limit as \(S_2\) approaches zero while \(S_3\) stays nonzero.

**Q:** In practice my rotation stage is never perfect. With a calibrated error of 0.1 degree, the matrix has a nonzero determinant. Doesn't that rescue me?

**A:** It can make the rank formally four. Let the settings near 0 and 90 degrees have errors \(\varepsilon_0\) and \(\varepsilon_{90}\), in radians. For a quarter-wave plate the \(S_2\) coefficient in \(I\) is \(\tfrac14\sin4\theta\), which becomes \(\varepsilon\) near both settings. The \(S_3\) coefficient is \(\tfrac12\sin2\theta\), which becomes \(+\varepsilon_0\) near 0 and \(-\varepsilon_{90}\) near 90 degrees. The \(S_1\) coefficient changes at second order. Thus, to first order,

\[
I_0-I_{90}=(\varepsilon_0-\varepsilon_{90})S_2+(\varepsilon_0+\varepsilon_{90})S_3 .
\]

Suppose that the 90 degree setting alone is off, by 0.1 degree or 0.001745 rad. To extract \(S_2\) you divide a difference of two readings by this small number. With independent noise of 0.001 \(S_0\) in each reading, the noise in \(S_2\) is about

\[
\frac{\sqrt2\times0.001}{0.001745}\approx0.81
\]

in units of \(S_0\), three times the 0.255 that you want to measure.

The smallest singular value says the same thing. For the ideal settings, the reading combination \((1,0,-1,0)/\sqrt2\) receives no signal, and the input direction \(S_2\) produces none. The errors couple these two null directions with strength \(|\varepsilon_0-\varepsilon_{90}|/\sqrt2\), which is the first-order value of the formerly zero singular value. Here it is 0.001234, and the condition number is 927. If all four settings shift equally and the plate has no diattenuation, even this formal rescue is absent, as the general offset showed.

**Q:** So which azimuths should I use with the same plate and analyser?

**A:** One workable set is \(-45,0,30,60\) degrees, with the analyser back along \(x\). For \(\delta=90\) degrees the reading formula gives

\[
2I_{-45}=S_0-S_3,\qquad 2I_0=S_0+S_1,
\]
\[
2I_{30}=S_0+\tfrac14S_1+\tfrac{\sqrt3}{4}S_2+\tfrac{\sqrt3}{2}S_3,\qquad
2I_{60}=S_0+\tfrac14S_1-\tfrac{\sqrt3}{4}S_2+\tfrac{\sqrt3}{2}S_3 .
\]

Subtracting the last two isolates the missing component:

\[
S_2=\tfrac{4}{\sqrt3}(I_{30}-I_{60}).
\]

Adding them gives \(I_{30}+I_{60}=S_0+\tfrac14S_1+\tfrac{\sqrt3}{2}S_3\). Substitute \(S_1=2I_0-S_0\) and \(S_3=S_0-2I_{-45}\), then solve for \(S_0\):

\[
S_0=\frac{I_{30}+I_{60}-\tfrac12I_0+\sqrt3\,I_{-45}}{\tfrac34+\tfrac{\sqrt3}{2}} .
\]

The denominator is nonzero, so every component is determined. For our sample \(I_{30}=0.1216\) and \(I_{60}=0.0112\), which gives \(S_2\approx0.255\). For its twin these two readings are interchanged, so the sign is recovered.

The condition number is 3.63. With the same 0.001 noise per reading, the noise in \(S_2\) is 0.0033. I have not shown that this set is the best one.

**Q:** I would still prefer equal steps, for the sake of the motor.

**A:** Then one choice is to divide 180 degrees into five or more equal steps. Let \(\phi_k=2\theta_k\), so that \(N\) equal steps cover a full turn in \(\phi\). The signal contains the sequences \(1\), \(\sin\phi_k\), \(\cos2\phi_k\) and \(\sin2\phi_k\). Products of different members contain harmonics from 1 to 4. The sum of \(e^{im\phi_k}\) vanishes unless \(m\) is a multiple of \(N\), so for \(N\ge5\) these products sum to zero. The squares leave positive sums, \(N\) for the constant and \(N/2\) for the others. The four sequences are therefore independent, and they determine \(A\), \(S_1\), \(S_2\) and \(S_3\), hence \(S_0\), if \(0<\delta<180\) degrees.

For \(N=4\) the fourth harmonic does not sum to zero, and that is where your original set fails. Five steps with a quarter-wave plate give noise of 0.0025 in \(S_2\), at the same noise per reading but with one reading more.

**Q:** How far does this idealised account carry over to my helium-neon ellipsometer near 633 nm?

**A:** Let me take rough values for such an instrument: a retardance error of 3 degrees, a setting error of 0.1 degree, a plate diattenuation \(D=0.005\) and an analyser leakage of \(10^{-4}\). The value of \(D\) assumes a plate with good antireflection coatings. In laser light, interference between the faces of an uncoated plate can raise \(D\) to several per cent, up to about 0.09 for quartz, and the biases from diattenuation grow with it. The same interference can shift the retardance of such a plate by up to about 5 degrees. The \(\psi\) and \(\Delta\) above are model values, not measurements of a particular film. I apply each fault alone to your original azimuths, and keep the ideal recovery formulas.

For \(\delta=93\) degrees the sum \(I_{45}+I_{135}\) is \(S_0+S_1\cos\delta\), so the estimate of \(S_0\) is high by 0.0091 and that of \(S_1\) is shifted by \(-0.0091\). Each is about 5 per cent of \(|S_1|\) in size, and these two are the largest biases in this comparison. Shifting all azimuths by 0.1 degree changes the \(S_1\) estimate by 0.0018. Leakage changes no recovered component by more than about 0.0001.

**Q:** Does diattenuation at least let \(S_2\) into the readings?

**A:** With the analyser along \(x\) and the nominal azimuths it does, but not separately. If the analyser is also turned, diattenuation makes the rank formally four, though too weakly to use here: for \(D=0.005\) and a 10 degree turn the noise in \(S_2\) is about 0.83. Keep the analyser along \(x\). Let the fast and slow amplitudes be multiplied by \(\sqrt{1+D}\) and \(\sqrt{1-D}\). At 45 and 135 degrees the unequal intensities add \(\pm DS_2\), because there \(S_1'=\pm S_2\), while the interference term is multiplied by \(\sqrt{1-D^2}\):

\[
I_{45,135}=\tfrac12\left[S_0\pm DS_2+\sqrt{1-D^2}\,(S_1\cos\delta\pm S_3\sin\delta)\right].
\]

Their difference is

\[
I_{45}-I_{135}=\sqrt{1-D^2}\,\sin\delta\,S_3+DS_2 .
\]

The other two readings are \(\tfrac12(1\pm D)(S_0+S_1)\), so \(S_2\) and \(S_3\) appear in this one combination and the rank is still three. Your \(S_3\) is biased by 0.0013, mostly from the \(S_2\) that you cannot see. With the retardance error, diattenuation and leakage all present at the nominal azimuths, the computed rank also remains three; the numerical output lists the separate biases.

**Q:** So before I count settings, I should write down the rows.

**A:** And look at their singular values, using the calibrated retardance and azimuths. The rank tells you whether the noiseless equations have a unique solution. The smallest singular value tells you whether your detector noise will let you use it.

## Values computed for the example and the checks

```
Faulty azimuths: 0 45 90 135 [deg]
W row at 0 deg: 0.50 0.50 0.00 0.00 [1]
W row at 45 deg: 0.50 0.00 0.00 0.50 [1]
W row at 90 deg: 0.50 0.50 0.00 0.00 [1]
W row at 135 deg: 0.50 0.00 0.00 -0.50 [1]
Singular values, faulty set: 1.1441 0.7071 0.4370 0.0000 [1]
Rank, faulty set, quarter-wave plate: 3 [1]
Rank, faulty set, half-wave plate: 2 [1]
Singular values, analyser at 10 deg: 1.1338 0.7071 0.4632 0.0000 [1]
Repaired azimuths: -45 0 30 60 [deg]
Singular values, repaired set: 1.1105 0.7440 0.3458 0.3062 [1]
abs det W, repaired set: 0.08747 [1]
Condition number, repaired set: 3.63 [1]
Singular values, five equal steps: 1.2635 0.7906 0.3953 0.3498 [1]
Sample psi, Delta: 40.0 75.0 [deg]
Twin psi, Delta: 40.0 105.0 [deg]
Sample S0 S1 S2 S3: 1.0000 -0.1736 0.2549 -0.9513 [S0]
Twin S0 S1 S2 S3: 1.0000 -0.1736 -0.2549 -0.9513 [S0]
Mixture S0 S1 S2 S3: 1.0000 -0.1736 0.0000 -0.9513 [S0]
Mixture degree of polarisation: 0.9670 [1]
Faulty-set readings, sample: 0.4132 0.0244 0.4132 0.9756 [S0]
Faulty-set readings, twin: 0.4132 0.0244 0.4132 0.9756 [S0]
Faulty-set readings, mixture: 0.4132 0.0244 0.4132 0.9756 [S0]
Recovered S0 S1 S3: 1.0000 -0.1736 -0.9513 [S0]
abs S2 if fully polarised: 0.2549 [S0]
Repaired-set readings, sample: 0.9756 0.4132 0.1216 0.0112 [S0]
Repaired-set readings, twin: 0.9756 0.4132 0.0112 0.1216 [S0]
Retardance error: 3.0 [deg]
Bias S0 S1 S3 from retardance: 0.00909 -0.00909 0.00130 [S0]
Azimuth error: 0.1 [deg]
Bias S0 S1 S3, all azimuths shifted: -0.00089 0.00178 0.00001 [S0]
Diattenuation D: 0.005 [1]
Bias S0 S1 S3 from diattenuation: 0.00000 0.00000 0.00129 [S0]
Analyser leakage: 0.0001 [1]
Bias S0 S1 S3 from leakage: 0.00010 0.00002 0.00010 [S0]
Rank with retardance error, D and leakage: 3 [1]
Reading noise: 0.0010 [S0]
Smallest singular value, 90 deg setting off: 0.001234 [1]
First-order prediction: 0.001234 [1]
Condition number, 90 deg setting off: 927 [1]
Noise S0 S1 S2 S3, 90 deg setting off: 0.00141 0.00245 0.81029 0.00141 [S0]
Noise S0 S1 S2 S3, repaired set: 0.00142 0.00269 0.00327 0.00131 [S0]
Noise S0 S1 S2 S3, five equal steps: 0.00155 0.00253 0.00253 0.00126 [S0]
```
